\section*{Correlated double sampling of a two-level trap signal}

\section*{Question}

I am trying to understand the noise of an image-sensor pixel whose source-follower transistor has one active oxide trap. The output jumps between two levels. The pixel is read by correlated double sampling (CDS): sample the output, wait a time $T$, sample again, and keep the difference.

My numbers are rough typical ones. The gate is $0.3\,\mu\mathrm{m}\times0.6\,\mu\mathrm{m}$ on $7$ nm of oxide, and the follower gain is $0.85$. The trap stays empty for $30\,\mu$s on average and filled for $10\,\mu$s. The samples are $T=3\,\mu$s apart, at 300 K.

I wrote a small simulation with no noise except the trap, and three things puzzle me.

\begin{enumerate}
\item The signal has two levels, but the histogram of differences has three peaks. What does each one mean?
\item The trap is empty three quarters of the time, so I expected a lopsided histogram. The two outer peaks came out equally high within the scatter.
\item I thought subtracting two samples removes slow noise. When I increase $T$, the variance of the difference grows until it is larger than that of a single sample. Is that a bug?
\end{enumerate}

How do I calculate the remaining variance as a function of $T$, and how much of this survives in a real pixel?

\section*{Answer}

There is no bug. All three observations follow from the probabilities of finding the trap in given states at two instants.

\subsection*{Model and conventions}

Let $n=0$ mean an empty trap and $n=1$ a filled one. A captured electron lowers the follower output by a step $A>0$, so
\begin{equation}
V(t)=V_0-A\,n(t),\qquad D=V(t+T)-V(t)=-A\,[n(t+T)-n(t)].
\end{equation}
The constant $V_0$ cancels in $D$. That is what CDS is good at: it removes any offset common to both samples.

I assume that the trap has no memory. When empty it captures at the constant rate $1/\tau_c$; when filled it emits at the constant rate $1/\tau_e$. I also assume instantaneous samples, no other noise, and a trap that has been running long enough to be stationary. These last three assumptions are relaxed below.

\subsection*{How the trap forgets its state}

Let $p_1(t)$ be the probability that the trap is filled. Captures raise it and emissions lower it:
\begin{equation}
\frac{dp_1}{dt}=\frac{1-p_1}{\tau_c}-\frac{p_1}{\tau_e}
=\frac{1}{\tau_c}-p_1\left(\frac1{\tau_c}+\frac1{\tau_e}\right).
\end{equation}
Define
\begin{equation}
\frac1\tau=\frac1{\tau_c}+\frac1{\tau_e},\qquad
p=\frac{\tau}{\tau_c}=\frac{\tau_e}{\tau_c+\tau_e}.
\end{equation}
Then $1/\tau_c=p/\tau$, and the equation becomes $dp_1/dt=(p-p_1)/\tau$, with solution
\begin{equation}
p_1(t)=p+[p_1(0)-p]\,e^{-t/\tau}.
\label{relax}
\end{equation}
So $p$ is the stationary occupancy and $\tau$ is the time in which the trap forgets its initial state. Because the rates add, $\tau$ is shorter than either mean dwell time.

Write $E=e^{-T/\tau}$. Starting empty, $p_1(0)=0$, the probability of being filled a time $T$ later is
\begin{equation}
P(0\to1)=p(1-E).
\end{equation}
Starting filled, $p_1(0)=1$, the probability of being empty later is
\begin{equation}
P(1\to0)=1-[p+(1-p)E]=(1-p)(1-E).
\end{equation}

\subsection*{The three peaks}

A difference of two two-valued numbers has three possible values. The value $-A$ means empty at the first sample and filled at the second, a net capture. The value $+A$ means a net emission. Zero means that the two samples found the same state, whichever it was.

The peak weights are the initial occupation times the transition probability:
\begin{align}
P(D=-A)&=(1-p)\,P(0\to1)=(1-p)\,p\,(1-E),\\
P(D=+A)&=p\,P(1\to0)=p\,(1-p)\,(1-E).
\end{align}
They are equal for every $p$. Call the common value
\begin{equation}
w=p(1-p)\left(1-e^{-T/\tau}\right),\qquad P(D=0)=1-2w.
\label{w}
\end{equation}

This resolves your second puzzle. The trap is more often empty, so more first samples are candidates for capture; but each filled trap is more likely to emit than each empty one is to capture, by just the inverse ratio. There is also an argument that does not need the rates. In a stationary state both samples have the same mean, so $\langle D\rangle=A[P(+A)-P(-A)]=0$. The imbalance between the states shows in the histogram of single samples, and it cancels in the histogram of differences.

The central peak is not the same as ``nothing happened''. Captures and emissions alternate, so an odd number of switches between the samples changes the state, and an even number restores it. The probability of no switch at all is
\begin{equation}
P_{\rm none}=(1-p)e^{-T/\tau_c}+p\,e^{-T/\tau_e},
\end{equation}
and the rest of the central peak, $1-2w-P_{\rm none}$, consists of round trips that the two samples missed.

Since $p(1-p)\le1/4$ and $1-E<1$, neither outer peak can exceed $1/4$, and the centre holds at least half of the samples.

\subsection*{The variance against the sampling interval}

The mean of $D$ is zero, so its variance is its mean square. Each outer peak contributes $wA^2$ and the centre nothing:
\begin{equation}
\boxed{\;\mathrm{Var}\,D=2wA^2=2A^2p(1-p)\left(1-e^{-T/\tau}\right)\;}
\label{var}
\end{equation}

Compare this with a single sample. Because $n^2=n$, its variance is $\sigma_1^2=A^2(p-p^2)=A^2p(1-p)$. Therefore
\begin{equation}
\frac{\mathrm{Var}\,D}{\sigma_1^2}=2\left(1-e^{-T/\tau}\right).
\end{equation}

\textbf{Short interval, $T\ll\tau$.} Here $1-E\approx T/\tau$. From the definitions,
\begin{equation}
\frac{p(1-p)}{\tau}=\frac{\tau_e\tau_c}{(\tau_c+\tau_e)^2}\,\frac{\tau_c+\tau_e}{\tau_c\tau_e}=\frac1{\tau_c+\tau_e},
\end{equation}
so
\begin{equation}
\mathrm{Var}\,D\approx\frac{2T}{\tau_c+\tau_e}\,A^2.
\end{equation}
One full cycle lasts $\tau_c+\tau_e$ on average and contains two switches. The factor in front of $A^2$ is thus the mean number of switches in $T$. The samples are nearly copies of each other, and CDS works well.

\textbf{Long interval, $T\gg\tau$.} Now $E\to0$ and $\mathrm{Var}\,D\to2\sigma_1^2$. The samples have become independent, and the variances of independent quantities add even when the quantities are subtracted.

\textbf{Break-even.} Setting the ratio to one gives $e^{-T/\tau}=1/2$, or
\begin{equation}
T_{\rm be}=\tau\ln2 .
\end{equation}
For $T<T_{\rm be}$ CDS reduces the trap noise; beyond it, CDS increases it. That is your third puzzle: ``slow'' has to mean slow compared with $T$. This comparison concerns the trap alone. CDS may still be worth having at longer $T$ for the offsets it removes.

\subsection*{The same result from the noise spectrum}

If you prefer spectra, start from the covariance. Both samples are filled with probability $p[p+(1-p)e^{-t/\tau}]$. Subtracting $p^2$ and multiplying by $A^2$ gives
\begin{equation}
C(t)=\sigma_1^2e^{-t/\tau}.
\end{equation}
The one-sided spectral density, with $\omega=2\pi f$, is
\begin{equation}
S(f)=4\int_0^\infty C(t)\cos\omega t\,dt=\frac{4\sigma_1^2\tau}{1+\omega^2\tau^2}.
\end{equation}
Subtracting a delayed copy multiplies it by $|1-e^{-i\omega T}|^2=2(1-\cos\omega T)$, hence
\begin{equation}
\mathrm{Var}\,D=\int_0^\infty 2(1-\cos\omega T)\,S\,df=2[C(0)-C(T)],
\end{equation}
which is Eq.~(\ref{var}). The weighting suppresses frequencies well below $1/T$, but it averages to two at high frequencies. CDS is a high-pass operation with a doubling above its corner.

\subsection*{Your numbers}

The gate capacitance is $C_g=3.9\,\varepsilon_0WL/t_{\rm ox}=0.888$ fF. Spreading one electron charge evenly over the gate area, with the gate held at a fixed voltage, gives
\begin{equation}
A=0.85\,\frac{q}{C_g}=153\ \mu\mathrm{V}.
\end{equation}
The trap parameters are
\begin{equation}
p=\frac{10}{40}=0.25,\qquad \tau=\frac{30\times10}{40}=7.5\ \mu\mathrm{s},\qquad E=e^{-0.4}=0.670 .
\end{equation}
Therefore
\begin{equation}
w=0.25\times0.75\times(1-0.670)=0.0618,\qquad 1-2w=0.876 .
\end{equation}
A random simulation of 400\,000 sample pairs gave $0.0617$ for each outer peak. Of the central weight, $0.864$ comes from traps that never switched and $0.013$ from missed round trips.

In 5000 frames, spaced by much more than $\tau$ so that they are independent, you should find about 309 counts in each outer peak and 4382 in the centre. The binomial scatter of one outer peak is $\sqrt{5000\,w(1-w)}=17$ counts, and the difference between the two scatters by $\sqrt{2\times5000\,w}=25$ counts, so inequalities of that size mean nothing.

The variance is
\begin{equation}
\mathrm{Var}\,D=2\times0.0618\,A^2=0.124\,A^2\approx2910\ \mu\mathrm{V}^2,
\end{equation}
an rms value of $54\,\mu$V ($0.054$ mV). A single sample has $0.1875A^2$, or $66\,\mu$V rms. CDS thus leaves 66\% of the variance. The short-interval formula would give $0.150A^2$, which is 21\% above the full result, because it counts every switch, including pairs that undo each other between the samples.

With the trap held fixed, the interval acts as follows:
\begin{center}
\begin{tabular}{rrrr}
$T$ ($\mu$s) & $w$ & rms ($\mu$V) & $\mathrm{Var}\,D/\sigma_1^2$\\
\hline
0.5 & 0.012 & 24 & 0.13\\
1 & 0.023 & 33 & 0.25\\
3 & 0.062 & 54 & 0.66\\
5 & 0.091 & 66 & 0.97\\
10 & 0.138 & 81 & 1.47\\
30 & 0.184 & 93 & 1.96\\
100 & 0.188 & 94 & 2.00
\end{tabular}
\end{center}
Break-even is at $7.5\ln2=5.2\,\mu$s.

\subsection*{What changes in a real readout}

\textbf{Settling.} Let the readout respond with one time constant $\tau_a$, and put $a=1/\tau$, $b=1/\tau_a$. The filter multiplies $S=4\sigma_1^2a/(a^2+\omega^2)$ by $b^2/(b^2+\omega^2)$. Partial fractions give
\begin{equation}
\frac{4\sigma_1^2ab^2}{b^2-a^2}\left[\frac1{a^2+\omega^2}-\frac1{b^2+\omega^2}\right].
\end{equation}
A term $4a/(a^2+\omega^2)$ belongs to the covariance $e^{-at}$, so the filtered covariance is
\begin{equation}
C_a(t)=\sigma_1^2\,\frac{b\,(b\,e^{-at}-a\,e^{-bt})}{b^2-a^2},
\end{equation}
and the variance is $2[C_a(0)-C_a(T)]$. For $\tau_a\ll\tau$ and $\tau_a\ll T$, to first order in $\tau_a/\tau$, $C_a(0)\approx\sigma_1^2(1-\tau_a/\tau)$ and $C_a(T)\approx\sigma_1^2E$. The relative change of the variance is then $-(\tau_a/\tau)/(1-E)$. With $\tau_a=0.1\,\mu$s this is $-0.0133/0.330=-4\%$, as the full formula also gives.

Settling also puts samples between the peaks. A switch at a time $u$ before a sample is still incomplete by the fraction $e^{-u/\tau_a}$. This lies between 5\% and 95\% during a window of length $\tau_a\ln19$. Switches occur at the rate $2/(\tau_c+\tau_e)$ and there are two samples, so the fraction in between is about
\begin{equation}
\frac{4\tau_a\ln19}{\tau_c+\tau_e}=0.029 .
\end{equation}
The simulation with this filter also gave $0.029$.

\textbf{Thermal noise.} Take a follower of transconductance $g_m$ driving a column capacitance $C_L$, with input noise density $4kT_K/g_m$ at temperature $T_K$ (noise factor set to one, and the follower gain also rounded to one for this estimate). Its time constant is $\tau_a=C_L/g_m$ and its noise bandwidth is $1/(4\tau_a)$, so the variance per sample is $kT_K/C_L$. For $C_L=5$ pF this is $(29\,\mu\mathrm{V})^2$. The samples are $30\tau_a$ apart, so their noise is independent and the difference carries $\sqrt2\times28.8=41\,\mu$V. If the small settling correction is neglected here, each sharp peak becomes a Gaussian of that width, and the total rms rises to $68\,\mu$V.

With this step and this noise, three maxima survive, but barely: for sharp peaks, the outer ones vanish when the noise per sample exceeds $31\,\mu$V, and the samples that settling puts between the peaks lower this limit to about $30\,\mu$V. Beyond that, the trap shows as wings on a single central peak. The variance formula still holds for the trap's share; it is the visual signature that is lost.

\textbf{Switching the transistor on.} Suppose the trap is empty while the pixel is off, and the first sample comes $2\,\mu$s after switch-on. By Eq.~(\ref{relax}) the occupancy is then $p_f=0.25(1-e^{-2/7.5})=0.0585$, not $0.25$. The outer weights become
\begin{align}
P(-A)&=(1-p_f)\,p\,(1-E)=0.078,\\
P(+A)&=p_f\,(1-p)(1-E)=0.0145 .
\end{align}
Now the histogram is lopsided, with a mean of $-9.7\,\mu$V. The variance about that mean is $P(-A)+P(+A)-[P(+A)-P(-A)]^2=0.088$ in units of $A^2$. Unequal outer peaks, beyond counting scatter, therefore tell you that the one-trap stationary model does not apply.

\textbf{Temperature.} Trap times are usually thermally activated. Take a rough $0.5$ eV for both, with $p$ and $A$ held fixed. Heating from 300 K to 333 K shortens them by a factor $6.8$, to $\tau=1.1\,\mu$s. At the same $T=3\,\mu$s, instantaneous samples would give a variance of $0.35A^2$ ($91\,\mu$V rms), which is $1.87$ times the variance of a single sample. Settling with $\tau_a=0.1\,\mu$s now matters more, because $\tau$ is shorter, and lowers the variance to about $0.32A^2$. The same pixel has moved from the side where CDS helps to the side where it hurts.

\textbf{More than one trap.} A second, independent trap adds its own variance. If its step is $0.6A$, the noiseless histogram has $3\times3=9$ peaks. For a rough oxide trap density of $10^{16}\,\mathrm{eV^{-1}cm^{-3}}$, an energy window of $4kT_K$, and dwell times that grow by a factor $e$ per $0.1$ nm of depth, this gate has about $0.04$ further traps per decade of switching time, or about $0.2$ over five decades. One active trap is then a sensible first model for a noisy pixel, though in this estimate a fair minority of such pixels will have a second.

\subsection*{How far to trust the numbers for an actual pixel}

Your gate size, oxide and microsecond sampling interval are in the range of image-sensor pixels. The dwell times are one choice from a distribution that spans many decades, so another noisy pixel on the same chip can sit at a quite different point of the table. The step $A$ is uncertain too. A trap $1$ nm inside the oxide is closer to the gate, and its effect on the channel is multiplied by $1-1/7=0.857$, which lowers the step to $131\,\mu$V. The noise at which the outer maxima vanish scales with $A$ and drops to about $26\,\mu$V, below the $29\,\mu$V of thermal noise, so in this estimate the three maxima would merge. The margin is smaller than the rounding in the noise estimate: with a noise factor of $2/3$ instead of one, the noise per sample is about $24\,\mu$V and the maxima survive. In the other direction, the gate of a pixel follower is not held at a fixed voltage during the read; it floats on the sense node. At fixed current the output moves by $\Delta V=0.85\,(\Delta V_g-q/C_g)$, and in a long-channel picture charge conservation on a node with further capacitance $C_p$ gives $\Delta V_g=\Delta V\,C_g/(C_p+C_g)$. The step is thus multiplied by $1/[1-0.85\,C_g/(C_p+C_g)]$. For $C_p=1$ fF this is $1.67$, or $256\,\mu$V for a trap at the interface; the noise limit for three maxima rises to about $50\,\mu$V while the thermal noise rises only to about $35\,\mu$V, so the peaks are then well resolved. Also, channel current does not flow evenly: a trap above a narrow current path can produce a step several times larger than the even-charge estimate, and the variance grows as the square of that factor. I have not calculated this effect. For a measured pixel, take $A$ from the spacing of the peaks if they are resolved, and $w$ from their areas. Where noise makes the peaks overlap, fit all three together: simply counting the samples beyond the halfway point would include the tails of the large central peak and overestimate $w$. Repeating this at several $T$ gives $\tau$ from the growth of $w$ and $p(1-p)$ from its plateau. It does not tell you whether $p$ or $1-p$ is the occupancy, because Eq.~(\ref{w}) is unchanged when the two are exchanged; the single-sample histogram settles that only if the sense node is not reset between samples. After a reset each sample carries reset noise of order $\sqrt{kT_K/C}$, between 1 and 2 mV for a node of 1 to 2 fF, many times the step, and this hides the two levels.

The remaining digits are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
Gate width, length: 0.3, 0.6 um; oxide 7.0 nm; gain 0.85
Gate capacitance: 0.888 fF
Step A at the output: 153.4 uV
tau_c, tau_e, T: 30.0, 10.0, 3.0 us; temperature 300.0 K
Occupancy p: 0.2500; relaxation time tau: 7.500 us
exp(-T/tau): 0.6703
Raw variance p(1-p): 0.1875 A^2 = 4410 uV^2
Raw rms: 66.4 uV
Weight of each side peak: 0.06181; centre: 0.87637
Simulated weights at +A, -A: 0.06173, 0.06165 (400000 runs)
Centre, never switched: 0.86383; round trips: 0.01254
Expected counts in 5000 frames, side / centre: 309 / 4382
Counting scatter of one side peak: 17.0 counts
CDS variance: 0.12363 A^2 = 2908 uV^2
CDS rms: 53.9 uV = 0.0539 mV
CDS variance from spectrum: 0.12363 A^2
CDS / raw variance: 0.6594
Short-interval estimate at T: 0.1500 A^2
Long-interval variance: 0.3750 A^2; rms 93.9 uV
Break-even interval: 5.199 us
Largest side weight in scan: 0.2500
Table: T (us), side weight, variance (uV^2), rms (uV), CDS/raw variance
    0.5  0.0121      569    23.9  0.129
    1.0  0.0234     1101    33.2  0.250
    3.0  0.0618     2908    53.9  0.659
    5.0  0.0912     4292    65.5  0.973
   10.0  0.1381     6496    80.6  1.473
   30.0  0.1841     8659    93.1  1.963
  100.0  0.1875     8821    93.9  2.000
Readout time constant: 0.1 us; variance with it: 0.11865 A^2
Change of variance by readout: -4.03 %
Samples between peaks: simulated 0.0288, estimate 0.0294
Column capacitance: 5.0 pF; thermal noise per sample: 28.8 uV
Noise of the difference: 40.7 uV; maxima seen: 3
Total rms with thermal noise: 67.6 uV
Side maxima vanish above noise per sample of: 31.2 uV
Switch-on 2.0 us before first sample: occupancy then 0.0585
  weight at -A: 0.0776; at +A: 0.0145
  mean: -9.7 uV; variance: 0.0881 A^2
At 333.0 K (0.5 eV): times shorter by 6.80, tau 1.10 us
  variance: 0.3503 A^2; rms 90.8 uV; CDS/raw 1.868
Trap 1.0 nm deep: A times 0.857 = 131.5 uV
Trap density: 1e+16 /(eV cm^3); tunnel length 0.1 nm
Further traps expected per decade of time: 0.043
Peaks with a second trap of step 0.6 A: 9
\end{verbatim}
